\section*{Image-Induced Reduction of the Transport Gap One Nanometre from a Metal}

\section{The problem}

A small neutral molecule is held in vacuum with its centre a distance $d=1$ nm from a flat, perfect, grounded metal. Far from the metal its ionization energy is $I_0=8.00$ eV and its electron affinity is $A_0=1.00$ eV. By how much does the metal change the transport gap?

The transport gap is the difference between the energy needed to remove an electron and the energy gained by adding one. With $E(N)$ the lowest energy of the system with $N$ electrons on the molecule,
\begin{align}
I&=E(N-1)-E(N), \qquad A=E(N)-E(N+1),\\
E_{\rm gap}&=I-A=E(N-1)+E(N+1)-2E(N). \label{gap}
\end{align}
Removed electrons go to, and added electrons come from, rest in the vacuum far away. The distance $d$ is measured from the image plane, the plane on which the potential of the ideal metal is held at zero. The added electron or hole is at first taken as a point charge, the other molecular charges are frozen, and no orbital mixes with the metal. I write
\begin{equation}
K=\frac{e^2}{4\pi\varepsilon_0}=1.43996\ \text{eV nm}.
\end{equation}

\section{A tempting solution}

Put an extra electron on the molecule. The metal answers with an image charge $+e$ at distance $d$ behind its surface, so the two charges are $2d$ apart. Their Coulomb energy is
\begin{equation}
-\frac{K}{2d}=-\frac{1.440}{2}\ \text{eV}=-0.72\ \text{eV}. \label{wrong}
\end{equation}
The affinity therefore rises by 0.72 eV. A hole has an image $-e$ and gains the same energy, so the ionization energy falls by 0.72 eV. The gap shrinks by 1.44 eV.

\section{Where it fails}

The treatment of both signs of charge is sound. The fault lies in equation (\ref{wrong}), which uses the Coulomb energy of two given, independent charges. The image is not given: it stands for surface charge that the molecular charge itself has drawn up, and assembling that surface charge costs energy.

Build up the molecular charge gradually, from $0$ to $e$. When it has reached $xe$, the induced potential at its position is $x\phi_{\rm ind}$, because the metal responds linearly. Adding $e\,dx$ changes the energy by $x\,e\phi_{\rm ind}\,dx$, so the metal contributes
\begin{equation}
W=\int_0^1 x\,e\phi_{\rm ind}\,dx=\tfrac12 e\phi_{\rm ind}. \label{half}
\end{equation}
The tempting solution used the final potential for the whole charge and lost the factor $\tfrac12$. The surface charge itself shows where the missing half goes.

\section{The energy of one charge}

\subsection{The induced charge}

Let the metal fill $z<0$ and put a charge $+e$ at height $d$ on the axis $r=0$. Outside the metal the potential
\begin{equation}
\phi=\frac{e}{4\pi\varepsilon_0}\left[\frac{1}{\sqrt{r^2+(z-d)^2}}-\frac{1}{\sqrt{r^2+(z+d)^2}}\right]
\end{equation}
has the right source, vanishes at $z=0$ and vanishes at infinity. The solution of Poisson's equation with these conditions is unique, so this is the potential. At $z=0$ each term in the bracket contributes $d/(r^2+d^2)^{3/2}$ to the derivative with respect to $z$. The field inside the metal is zero, so Gauss's law gives the surface charge density
\begin{equation}
\sigma(r)=-\varepsilon_0\left.\frac{\partial\phi}{\partial z}\right|_{0}
=-\frac{e\,d}{2\pi(r^2+d^2)^{3/2}}.
\end{equation}
Its total is
\begin{equation}
2\pi\int_0^\infty\sigma r\,dr=-e\,d\left[-\frac{1}{\sqrt{r^2+d^2}}\right]_0^\infty=-e.
\end{equation}

\subsection{Two contributions}

The interaction of the point charge with $\sigma$ is
\begin{align}
W_{\rm int}&=e\int_0^\infty\frac{\sigma(r)}{4\pi\varepsilon_0\sqrt{r^2+d^2}}\,2\pi r\,dr
=-Kd\int_0^\infty\frac{r\,dr}{(r^2+d^2)^2}\nonumber\\
&=-Kd\,\frac{1}{2d^2}=-\frac{K}{2d}.
\end{align}
This is the energy in equation (\ref{wrong}). The surface charge also repels itself, with energy $W_{\rm self}=\tfrac12\int\sigma\phi_\sigma\,dS$. On the grounded surface the potentials of $\sigma$ and of the point charge cancel, $\phi_\sigma=-\phi_e$, and therefore
\begin{equation}
W_{\rm self}=-\tfrac12\int\sigma\phi_e\,dS=-\tfrac12W_{\rm int}=+\frac{K}{4d}.
\end{equation}
Charge drawn from ground arrives at zero potential and adds no further term. The sum is
\begin{equation}
W=-P,\qquad P=\frac{K}{4d}=\frac{e^2}{16\pi\varepsilon_0 d}. \label{P}
\end{equation}

The force gives the same result. The charge is attracted with strength $K/(2d)^2$, and pulling it away to infinity takes the work
\begin{equation}
\int_d^\infty\frac{K}{4s^2}\,ds=\frac{K}{4d}=P.
\end{equation}
The image retreats as the charge does, so the separation grows at twice the rate at which the charge moves. Pulling a charge away from a fixed partner at $2d$ would take twice this work.

A numerical solution that makes no use of images supports the division. The charge density on a grounded disc of radius 400 nm was found from the condition of zero potential on the disc, with unit charge at 1 nm. The interaction energy is $-0.7200$ eV, the self-energy $+0.3600$ eV, and the total $-0.3600$ eV. The force is $-0.3600$ eV/nm, against $-0.3601$ eV/nm from the slope of the total energy. The induced charge is $-0.9984\,e$; by Gauss's law, the remainder corresponds to field lines that miss the finite disc and run to infinity.

\section{The gap}

The energy is quadratic in the charge, so a molecule with net charge $Qe$ is shifted by $-Q^2P$. The neutral molecule is unshifted and both ions are lowered by $P$:
\begin{align}
I&=[E_0(N-1)-P]-E_0(N)=I_0-P,\\
A&=E_0(N)-[E_0(N+1)-P]=A_0+P.
\end{align}
The reduction is therefore
\begin{equation}
\Delta=(I_0-A_0)-(I-A)=2P=\frac{e^2}{8\pi\varepsilon_0d}. \label{answer}
\end{equation}
At $d=1$ nm,
\begin{equation}
P=\frac{1.43996}{4}\ \text{eV}=0.360\ \text{eV},\qquad
\boxed{\Delta=0.72\ \text{eV}}
\end{equation}
or $1.15\times10^{-19}$ J. The number equals the magnitude of the energy in equation (\ref{wrong}), but its meaning differs: it is the sum of two relaxation energies, one for the hole and one for the electron.

On an energy diagram the occupied level at $-I$ moves up and the empty level at $-A$ moves down. Applying the image potential of an electron to both levels would push both down and leave the gap unchanged. That fails because emptying the occupied level leaves a hole, and it is the hole that the metal stabilizes.

For these data $I$ falls from 8.00 to 7.64 eV and $A$ rises from 1.00 to 1.36 eV, so the gap goes from 7.00 to 6.28 eV. Let the metal have a work function of 5.00 eV and share its vacuum level with the molecule, with no interface dipole. The barrier for hole injection, $I$ minus the work function, falls from 3.00 to 2.64 eV. The barrier for electron injection, the work function minus $A$, falls from 4.00 to 3.64 eV.

A neutral excitation behaves differently. If its electron and hole have the same spherical density about the same centre, their charges cancel and the metal gives no shift in this model. The optical gap then stays put while the transport gap falls by $2P$, so the exciton binding energy, their difference, also falls by $2P$. This treats both densities as fixed and smeared. If the metal followed the two particles at once, their momentary dipole would have an image energy of about $-Kr^2/6d^3$ for electron and hole moving independently at radius $r$, some 5 meV for $r=0.14$ nm, small beside $2P$ but not zero.

\section{Molecules that are not points}

For a fixed classical charge density $\rho$ outside the metal, equation (\ref{half}) becomes
\begin{equation}
W[\rho]=-\frac{1}{8\pi\varepsilon_0}\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\bar{\mathbf r}'|}\,d^3r\,d^3r',
\end{equation}
where $\bar{\mathbf r}'$ is the mirror point of $\mathbf r'$. Let the neutral molecule have density $\rho_0$, and let hole and electron add $+\delta$ and $-\delta$. Since $W$ is quadratic,
\begin{equation}
W[\rho_0\pm\delta]=W[\rho_0]+W[\delta]\pm X,
\end{equation}
where $X$ is the cross term between $\rho_0$ and $\delta$. In the second difference (\ref{gap}) it cancels:
\begin{equation}
W[\rho_0+\delta]+W[\rho_0-\delta]-2W[\rho_0]=2W[\delta].
\end{equation}
A permanent dipole thus moves both levels together. Take $p=0.020\,e$ nm, positive end outward. Its image also points outward and has potential $p/[4\pi\varepsilon_0(2d)^2]$ at the molecule, so $X=1.440\times0.020/4=0.0072$ eV. The ionization energy changes by $-0.3600+0.0072=-0.3528$ eV and the affinity by $+0.3600+0.0072=+0.3672$ eV. The gap still falls by 0.7200 eV. If electron and hole have different shapes, the cross terms need not cancel.

A spherical $\delta$ that stays clear of the metal gives the point-charge result. Outside itself it acts as a point charge, so its image potential is that of a point. This potential is harmonic throughout the sphere, and its average over each spherical shell equals its value at the centre. A direct sum over a shell of radius 0.3 nm gives $-0.3600$ eV, as for the point.

Other shapes give a correction. Spread the charge equally over six sites on a ring of radius $R=0.14$ nm, about that of a benzene ring. For a site and an image site with lateral separation $v$ and vertical separation $2d+u$, expansion to second order gives
\begin{equation}
\frac{1}{\sqrt{(2d+u)^2+v^2}}\simeq\frac{1}{2d}\left[1-\frac{u}{2d}+\frac{u^2}{4d^2}-\frac{v^2}{8d^2}\right].
\end{equation}
For a flat ring $u=0$ and $\langle v^2\rangle=2R^2$, so $\Delta$ changes by the factor $1-R^2/4d^2$. For an upright ring $\langle u\rangle=0$ and $\langle u^2\rangle=\langle v^2\rangle=R^2$, and the factor is $1+R^2/8d^2$. The full sums give 0.7165 eV and 0.7218 eV, within half a per cent of the point value. These sums treat the added charge as a fixed, smeared density. A real electron or hole moves among the sites. If the metal followed it at once, $\Delta$ would be the average of $K/2z$ over the site heights $z$: unchanged for the flat ring, and larger by the factor $1+R^2/2d^2$, about one per cent, for the upright ring. The shape correction is small in both limits, but its value depends on how fast the metal responds.

\section{Does the metal respond fast enough?}

An electron may leave the molecule faster than the metal can rearrange its charge. To see what this does to the level, represent the response by one surface plasmon of energy $\hbar\omega$, coupled to a charge at a fixed place:
\begin{equation}
H=\hbar\omega\,b^\dagger b+g(b+b^\dagger).
\end{equation}
Set $b=c-x$ with $x=g/\hbar\omega$. Then
\begin{align}
H&=\hbar\omega\,c^\dagger c+(g-\hbar\omega x)(c+c^\dagger)+\hbar\omega x^2-2gx\nonumber\\
&=\hbar\omega\,c^\dagger c-\frac{g^2}{\hbar\omega}.
\end{align}
The lowest energy is $-g^2/\hbar\omega$. This is the relaxation energy for a static charge, so $g^2/\hbar\omega=P$.

The relaxed ground state obeys $c|\tilde0\rangle=0$, or $b|\tilde0\rangle=-x|\tilde0\rangle$. Expanded in the states $|n\rangle$ of the undisturbed metal, its coefficients satisfy $\sqrt{n+1}\,a_{n+1}=-x\,a_n$, hence $a_n=a_0(-x)^n/\sqrt{n!}$. Normalization gives
\begin{equation}
|a_0|^2=e^{-x^2}=e^{-P/\hbar\omega}.
\end{equation}
This is the probability that a sudden change of charge leaves the metal relaxed. For a rough plasmon energy of 7 eV it is $e^{-0.0514}=0.950$; the other 0.050 goes into satellites at higher energy. The number belongs to a single undamped mode: for a plasmon at 3.7 eV it is 0.91, and in a real metal damping and electron--hole pairs move some further weight into a tail close to the main line. The mean energy after a sudden change is $\langle0|H|0\rangle=0$, with no shift at all. The value 0.72 eV therefore belongs to the gap between the main lines, which is the gap defined by lowest energies in equation (\ref{gap}).

\section{A metal that screens over a finite depth}

In a Thomas--Fermi metal the potential obeys $\nabla^2\phi=\phi/\lambda^2$, with screening length $\lambda$. The potential of the point charge can be decomposed as
\begin{equation}
\frac{1}{\sqrt{r^2+(z-d)^2}}=\int_0^\infty J_0(kr)\,e^{-k|z-d|}\,dk .
\end{equation}
For each $k$, and with the factor $e^{-kd}$ taken out, the potential between surface and charge is $e^{kz}-g_ke^{-kz}$. Inside the metal it is $Be^{\kappa z}$ with $\kappa^2=k^2+\lambda^{-2}$. The potential and its slope are continuous at $z=0$:
\begin{equation}
1-g_k=B,\quad k(1+g_k)=\kappa B\quad\Rightarrow\quad g_k=\frac{\kappa-k}{\kappa+k}.
\end{equation}
The reflected wave reaches the charge with a second factor $e^{-kd}$. Equation (\ref{half}) then gives
\begin{equation}
\Delta_\lambda=2P_\lambda=K\int_0^\infty g_k\,e^{-2kd}\,dk .
\end{equation}
A perfect metal has $g_k=1$, which restores $K/2d$. For $\lambda\ll d$ the important $k$ satisfy $k\lambda\ll1$, so $g_k\simeq1-2k\lambda$ and
\begin{equation}
\Delta_\lambda\simeq K\left[\frac{1}{2d}-\frac{2\lambda}{4d^2}\right]=\frac{K}{2d}\left(1-\frac{\lambda}{d}\right).
\end{equation}
Here $d$ is measured from the metal surface at $z=0$. To this order the image plane has moved a distance $\lambda$ into the metal, and the ideal formula still holds if the distance is measured from the shifted plane. With $\lambda=0.05$ nm the full integral gives 0.686 eV, about 5\% below the ideal value. The direction of this shift belongs to the model, whose electrons stop sharply at $z=0$. At the surface of a real free-electron metal the electrons spill out, and the image plane lies outside the edge of the positive background, so that $\Delta$ at a given distance from that edge is larger than $K/2d$, not smaller. What carries over is that the screening mainly fixes the position of the plane from which $d$ must be measured.

\section{Other corrections and the real case}

The image field at the charge is $K/[e(2d)^2]=0.360$ V/nm, or 3.60 MV/cm. It induces a dipole $p$ in a molecule of polarizability $\alpha$. Minimizing $p^2/2\alpha-pF$ gives $p=\alpha F$ and a gain of $\alpha F^2/2$. For a polarizability volume $\alpha/4\pi\varepsilon_0=0.010$ nm$^3$ the two ions together add 0.90 meV to $\Delta$. Changes in the dispersion attraction between molecule and metal are left out.

The added electron can also tunnel into the metal. At height $s$ its barrier is $A-K/4s$, which is positive from $s=K/4A=0.265$ nm out to the molecule. The WKB exponent, twice the integral of the decay constant, is 6.19. With a rough attempt energy of 1 eV the level width is $e^{-6.19}$ eV, about 2 meV. This is an order of magnitude, since the extent of the orbital enters exponentially. At 300 K the thermal energy is 25.9 meV, also small beside 0.72 eV.

The molecular data are chosen for illustration, and 1 nm is not a typical contact distance: a flat molecule lying directly on a metal sits at roughly 0.3 nm. There $K/2d$ varies steeply, orbitals mix, and the position of the image plane matters greatly, so equation (\ref{answer}) is unreliable. Even at 1 nm the reference plane matters. If the distance was measured from the outermost metal nuclei and the image plane lies 0.15 nm outside them, then $d=0.85$ nm and $\Delta=0.847$ eV. This change of 0.13 eV is larger than those found above for finite screening, molecular shape and polarization.

A dielectric may also take the place of the vacuum. If a medium of relative permittivity $\varepsilon_r$ fills the whole region outside the metal, the image energy of a point charge there is divided by $\varepsilon_r$. For $\varepsilon_r=3$ the metal then lowers the gap by 0.24 eV, relative to the gap in the same medium without the metal. A molecule lying on a thin spacer film, with vacuum above it, is a different case: simple division by $\varepsilon_r$ does not apply there. The value 0.72 eV thus applies to a compact molecule in vacuum, 1 nm from the image plane itself. The numerical output below lists the estimates made for a molecule in vacuum.

\section*{Numbers as computed}
\begin{verbatim}
e^2/(4 pi eps0) = 1.43996 eV nm
distance from image plane = 1.00 nm
shift of each level P = 0.3600 eV
transport-gap reduction = 0.7200 eV
gap reduction = 1.1535e-19 J
disc: induced charge = -0.9984 e
disc: interaction energy = -0.7200 eV
disc: self-energy of induced charge = 0.3600 eV
disc: total energy = -0.3600 eV
disc: force on charge = -0.3600 eV/nm
disc: minus energy slope = -0.3601 eV/nm
ionization energy before = 8.00 eV
ionization energy after = 7.64 eV
electron affinity before = 1.00 eV
electron affinity after = 1.36 eV
transport gap before = 7.00 eV
transport gap after = 6.28 eV
work function = 5.00 eV
hole barrier before = 3.00 eV
hole barrier after = 2.64 eV
electron barrier before = 4.00 eV
electron barrier after = 3.64 eV
test dipole = 0.020 e nm, positive end outward
with dipole: ionization change = -0.3528 eV
with dipole: affinity change = 0.3672 eV
spherical shell, radius 0.3 nm: energy = -0.3600 eV
image-plane offset = 0.15 nm
gap reduction with offset = 0.847 eV
screening length = 0.05 nm
gap reduction with screening length = 0.686 eV
ring radius = 0.14 nm
gap reduction, flat ring = 0.7165 eV
gap reduction, upright ring = 0.7218 eV
polarizability volume = 0.010 nm^3
image field at charge = 3.60 MV/cm
extra gap reduction, polarization = 0.90 meV
plasmon energy = 7.0 eV
weight of main line = 0.950
weight of plasmon satellites = 0.050
inner turning point of barrier = 0.265 nm
WKB exponent = 6.19
attempt energy = 1.0 eV
tunnelling width estimate = 2.06 meV
thermal energy at 300 K = 25.9 meV
\end{verbatim}
